# A positivity-preserving scheme for bound multiexciton lines in silicon

A luminescence line whose intensity grows as the cube of the excitation invites the reading that it comes from a donor holding three excitons. Without knowing when this reading holds, one can count wrongly. In the model below, the line of the four-exciton complex has a local exponent of 2.92 under strong excitation, and would pass for a three-exciton line. If excitons form by rare pairing of carriers that mostly die at traps, the one-exciton line has exponent 2 even at weak excitation.

Computing the exponents has a trap of its own. At a generation rate of \(10^{16}\) cm\(^{-3}\) s\(^{-1}\), the example below has \(10^{15}\) donors per cm\(^3\), but a mean density of four-exciton complexes of only \(2\times10^{-8}\) cm\(^{-3}\). A solver that controls its error relative to the largest population, even to one part in \(10^{16}\), tolerates an error of 0.1 cm\(^{-3}\). Such a tolerance guarantees neither the fourth line nor its slope. It need not spoil them: standard stiff solvers with an absolute tolerance of 0.1 cm\(^{-3}\) and a relative one of \(10^{-6}\) reach this steady density to about one part in \(10^{6}\). The scheme below does not rely on that, and keeps relative accuracy in every population separately.

## The equations to be integrated

Let \(N\) be the donor density, \(n_m\) the density of donors binding \(m\) excitons, with \(m=0,\dots,4\), and \(x\) the density of free excitons, generated at the rate \(G\) per volume. Capture adds one exciton at a time, with coefficient \(c_m\) for \(m-1\to m\). A complex loses one exciton by recombination, at the rate \(1/\tau_m\), or by thermal release, at the rate \(e_m\). With \(\Gamma_m=1/\tau_m+e_m\), the net upward flux between neighbouring levels is

\[
J_m=c_m x\,n_{m-1}-\Gamma_m n_m ,\qquad m=1,\dots,4,
\]

and, with \(J_0=J_5=0\),

\[
\frac{dn_m}{dt}=J_m-J_{m+1},
\]
\[
\frac{dx}{dt}=G-\frac{x}{\tau_x}-\sum_{m=1}^{4}c_m x\,n_{m-1}+\sum_{m=1}^{4}e_m n_m .
\]

Summed over \(m\), the donor equations give zero, so \(\sum n_m=N\) is conserved. Recombination in silicon complexes is largely of Auger type: the energy of one electron-hole pair ejects another carrier. The model assumes that the missing carrier is quickly recaptured, so that the net result is one exciton fewer. The line of the \(m\)-exciton complex has intensity \(I_m=Wn_m\), with the same radiative rate \(W\) for all \(m\); this choice sets the scale of \(I_m\) and does not enter the exponents.

The release rates are not free parameters. Suppose recombination and generation were switched off and equilibrium reached. Let \(z=e^{\mu/kT}\), with the exciton chemical potential \(\mu\) measured from a free exciton at rest. Then

\[
x=g_xQz,\qquad Q=\left(\frac{MkT}{2\pi\hbar^2}\right)^{3/2},\qquad
\frac{n_m}{n_{m-1}}=\frac{g_m}{g_{m-1}}\,z\,e^{E_m/kT},
\]

where \(M\) is the exciton mass, \(E_m\) the energy needed to remove one exciton from complex \(m\), and the \(g\) are degeneracies. In equilibrium capture balances release, \(c_mxn_{m-1}=e_mn_m\). Eliminating \(z\) gives

\[
e_m=c_m\frac{g_xg_{m-1}}{g_m}\,Q\,e^{-E_m/kT}.
\]

The degeneracies follow from filling shells, with interaction splittings ignored. Complex \(m\) has \(m+1\) electrons and \(m\) holes. Two electrons fit into the lowest valley combination, further ones into a shell of ten states, and holes into a shell of four. Hence \(g_0=2\), \(g_1=4\), \(g_2=10\times6=60\), \(g_3=45\times4=180\) and \(g_4=120\times1=120\). A free exciton has \(12\times4=48\) states.

## From the explicit step to a positive implicit one

The simplest scheme is the explicit Euler step. For the free excitons it reads

\[
x'=x\left[1-h\left(\frac1{\tau_x}+\sum_{m=1}^{4} c_mn_{m-1}\right)\right]+h\left(G+\sum_{m=1}^{4} e_mn_m\right).
\]

The bracket becomes negative once \(h\) exceeds the inverse loss rate. With \(c_m=10^{-7}\) cm\(^3\)/s, \(N=10^{15}\) cm\(^{-3}\), \(\tau_x=10\) µs and nearly empty donors, the loss rate is \(10^8+10^5\approx1.0\times10^8\) s\(^{-1}\), which limits \(h\) to about 10 ns. Below such limits the explicit step is usable, but the limit shrinks as the doping rises, and beyond it densities can turn negative.

The backward Euler step removes this limit. Hold \(x\) at its old value during the donor step and write \(u_m=c_{m+1}x\) for the upward rate out of level \(m\), with \(u_4=0\) and \(\Gamma_0=0\). The new populations \(n_m'\) obey

\[
(1+h\Gamma_m+hu_m)n_m'-hu_{m-1}n_{m-1}'-h\Gamma_{m+1}n_{m+1}'=n_m .
\]

Eliminate from the top. Suppose level \(m+1\) has been reduced to

\[
p_{m+1}n_{m+1}'=b_{m+1}+hu_mn_m' ,
\]

which holds at the top with \(p_4=1+h\Gamma_4\) and \(b_4=n_4\). Inserting this into the equation for level \(m\) gives the same form one level down, with

\[
p_m=1+h\Gamma_m+hu_m\left(1-\frac{h\Gamma_{m+1}}{p_{m+1}}\right),\qquad
b_m=n_m+h\Gamma_{m+1}\frac{b_{m+1}}{p_{m+1}} .
\]

The bracket in \(p_m\) is where a direct implementation loses digits. For large \(h\), \(p_{m+1}\) is nearly \(h\Gamma_{m+1}\), and two almost equal numbers are subtracted. The cure is to carry the small difference itself. Define \(q_m=p_m-h\Gamma_m\). Then the bracket equals \(q_{m+1}/p_{m+1}\), and

\[
q_4=1,\qquad q_m=1+hu_m\frac{q_{m+1}}{p_{m+1}},\qquad p_m=q_m+h\Gamma_m .
\]

The upward sweep is \(n_0'=b_0/p_0\), followed by \(n_m'=(b_m+hu_{m-1}n_{m-1}')/p_m\). Every operation is now a sum, product or quotient of non-negative numbers. Such operations do not amplify relative rounding errors, so a population of \(10^{-8}\) is as accurate, relative to itself, as one of \(10^{15}\), and none can become negative.

This was tested against a dense solution with 50 digits, for \(x=10^6\) cm\(^{-3}\), \(h=10^{-2}\) s and old populations ranging from \(10^{15}\) down to \(10^{-17}\) cm\(^{-3}\). The largest relative error of any population was \(9\times10^{-17}\), the level of rounding. At so small an \(x\) the subtraction does little harm, and the direct form would pass as well. Its loss shows at strong excitation: for \(x=4.2\times10^{13}\) cm\(^{-3}\) and the same \(h\), its error reaches \(2\times10^{-13}\).

The free excitons are then updated with the new populations:

\[
x'=\frac{x+h\left(G+\sum_{m=1}^{4} e_mn_m'\right)}{1+h\left(1/\tau_x+\sum_{m=1}^{4} c_mn_{m-1}'\right)} ,
\]

which is positive too. The donors were filled using \(x\) and the free excitons drained using \(x'\), so the capture terms disagree by an amount of order \(h^2\) per step, or order \(h\) over a fixed time. For \(G=3\times10^{21}\) cm\(^{-3}\) s\(^{-1}\) switched on over empty donors, the densities after 0.3 µs were compared with those of an independent stiff solver. The largest relative difference was \(1.43\times10^{-3}\) with 2000 steps and \(7.2\times10^{-4}\) with 4000, the halving expected of a first-order scheme.

At a fixed point, \(n'=n\) and \(x'=x\), the disagreement vanishes and both updates reduce to the steady rate equations for any \(h\). The step may therefore grow. Here it starts at \(10^{-10}\) s and grows by a factor 1.2 per step up to \(10^{-2}\) s. The run ends when, at the largest step, no density changes by more than \(10^{-13}\) of itself. The same tolerance relative to \(N\) would allow changes of 100 cm\(^{-3}\), far more than the whole of \(n_4\) at weak excitation, and so would not by itself guarantee the accuracy of the higher complexes.

## The steady state and its power law

In a steady state \(dn_4/dt=J_4=0\). Then \(dn_3/dt=J_3-J_4=0\) gives \(J_3=0\), and so on down the chain. Each link balances separately, \(n_m=(c_mx/\Gamma_m)n_{m-1}\), hence

\[
n_m=\frac{N a_m x^m}{Z},\qquad a_m=\prod_{k=1}^{m}\frac{c_k}{\Gamma_k},\qquad Z=\sum_{k=0}^{4}a_kx^k,
\]

with \(a_0=1\). For small \(x\), where \(Z\to1\), this is a power law in \(x\), whereas an experiment controls \(G\). To connect them, count all excitons, free and bound. Since \(\sum m(J_m-J_{m+1})=\sum J_m\), capture and release cancel between the two kinds, leaving

\[
\frac{d}{dt}\left(x+\sum_{m=1}^{4} mn_m\right)=G-\frac{x}{\tau_x}-\sum_{m=1}^{4}\frac{n_m}{\tau_m}.
\]

The steady state therefore requires

\[
G(x)=\frac{x}{\tau_x}+\sum_{m=1}^{4}\frac{n_m(x)}{\tau_m}.
\]

For small \(x\), \(Z\to1\) and only \(n_1\approx Nc_1x/\Gamma_1\) contributes to first order, so

\[
G\simeq\kappa x,\qquad \kappa=\frac1{\tau_x}+\frac{Nc_1}{\Gamma_1\tau_1},\qquad
I_m\simeq WNa_m\left(\frac{G}{\kappa}\right)^m .
\]

This is the \(m\)-th power law. One factor of \(G\) enters for each capture, because each capture needs another free exciton.

The function \(G(x)\) also governs the convergence of the scheme. For very large \(h\) the donor step returns the stationary \(n_m(x)\), and the exciton update becomes \(x'=(G+\sum e_mn_m)/L\) with \(L=1/\tau_x+\sum c_mn_{m-1}\). Since \(xL-\sum e_mn_m=G(x)\),

\[
x'-x=\frac{G-G(x)}{L},\qquad
\frac{dx'}{dx}=1-\frac{1}{L}\frac{dG(x)}{dx}\quad\text{at the fixed point}.
\]

The iteration converges locally if this derivative lies between \(-1\) and 1. At weak excitation in the example it is \(1-5.73\times10^7/1.001\times10^8=0.43\), so each large step leaves 43% of the error.

## The exponent beyond weak excitation

Write \(\langle m\rangle=\sum mn_m/N\) for the mean number of excitons per donor. From the closed form, \(d\ln n_m/d\ln x=m-d\ln Z/d\ln x=m-\langle m\rangle\). Differentiating \(G(x)\) term by term,

\[
\frac{dG}{d\ln x}=D=\frac{x}{\tau_x}+\sum_{k=1}^{4}\frac{n_k}{\tau_k}(k-\langle m\rangle).
\]

Dividing the two logarithmic derivatives gives the local exponent

\[
s_m=\frac{d\ln I_m}{d\ln G}=(m-\langle m\rangle)\,\eta,\qquad \eta=\frac{G}{D}.
\]

With \(1/\tau_0=0\), the sum in \(D\) is \(N\) times the covariance of \(k\) and \(1/\tau_k\) over the donors. It is not negative if \(1/\tau_k\) never falls with \(k\). Then \(D>0\), \(G(x)\) rises steadily, and each \(G\) has one steady state.

The first departure from the power law follows by keeping the next order in \(x\). With \(\rho_m=c_m/\Gamma_m\), we have \(\langle m\rangle\simeq\rho_1x\) and

\[
G\simeq\kappa x(1+\beta x),\qquad \beta=\frac{N\rho_1}{\kappa}\left(\frac{\rho_2}{\tau_2}-\frac{\rho_1}{\tau_1}\right).
\]

Then \(D\simeq\kappa x(1+2\beta x)\), \(\eta\simeq1-\beta x\), and

\[
s_m\simeq m-(\rho_1+m\beta)x .
\]

## An example at 6 K

The example has \(N=10^{15}\) cm\(^{-3}\), \(c_m=10^{-7}\) cm\(^3\)/s, \(E_m=5\) meV for all \(m\), lifetimes of 0.30, 0.20, 0.15 and 0.10 µs, and \(W=10^3\) s\(^{-1}\). With \(kT=0.517\) meV, an assumed exciton mass of 0.6 free-electron masses and the resulting \(Q=1.65\times10^{16}\) cm\(^{-3}\),

\[
e_1=10^{-7}\times\frac{48\times2}{4}\times1.65\times10^{16}\times e^{-5/0.517}\approx2.5\times10^6\ \text{s}^{-1},
\]

comparable with \(1/\tau_1=3.3\times10^6\) s\(^{-1}\). Thus \(\Gamma_1=5.83\times10^6\) s\(^{-1}\) and

\[
\kappa=10^5+\frac{10^{15}\times10^{-7}}{5.83\times10^6\times0.30\times10^{-6}}\approx5.73\times10^7\ \text{s}^{-1}.
\]

Take \(G=10^{18}\) cm\(^{-3}\) s\(^{-1}\). If each absorbed 2 eV photon makes one exciton, spread evenly over a depth of 100 µm, this is an absorbed power of 3.2 mW/cm\(^2\). The even spread is a simplification: such light is absorbed much closer to the surface, and excitons that spend only \(1/\kappa\approx17\) ns free are unlikely to spread through 100 µm, which would take a diffusion constant near 6000 cm\(^2\)/s. The real density near the surface is then higher. Then \(x=G/\kappa=1.75\times10^{10}\) cm\(^{-3}\), the capture rate per donor is \(c_1x=1.75\times10^3\) s\(^{-1}\), and

\[
I_1\approx10^{18}\times\frac{1.75\times10^3}{5.83\times10^6}\approx3.0\times10^{14}\ \text{cm}^{-3}\,\text{s}^{-1}.
\]

Each further line is weaker by \(c_mx/\Gamma_m\), a few times \(10^{-4}\) or less. The integration gives \(9.8\times10^{10}\), \(2.05\times10^7\) and \(2.05\times10^3\) photons cm\(^{-3}\) s\(^{-1}\) for \(m=2,3,4\).

Exponents fitted to integrated steady states between \(G=10^{14}\) and \(10^{16}\) cm\(^{-3}\) s\(^{-1}\) equal 1, 2, 3 and 4 to within \(2\times10^{-5}\), at 4.2, 6 and 10 K. Thermal release changes the prefactors and leaves the powers alone. At four values of \(G\) from \(10^{14}\) to \(3\times10^{21}\) cm\(^{-3}\) s\(^{-1}\), the integrated densities agree with the closed form to a relative \(1.1\times10^{-13}\).

At higher excitation the local exponents, from finite differences of the integrated densities, are:

| \(G\) (cm\(^{-3}\) s\(^{-1}\)) | \(\langle m\rangle\) | \(s_1\) | \(s_2\) | \(s_3\) | \(s_4\) |
|---|---|---|---|---|---|
| \(10^{19}\) | 0.0030 | 0.995 | 1.993 | 2.991 | 3.989 |
| \(10^{21}\) | 0.338 | 0.601 | 1.510 | 2.418 | 3.327 |
| \(3\times10^{21}\) | 1.144 | −0.148 | 0.875 | 1.898 | 2.921 |

In the first row \(x=1.74\times10^{11}\) cm\(^{-3}\), so \(\rho_1x=0.0030\) and \(\beta x=0.0019\). The expansion gives \(s_1=1-0.0049\) and \(s_4=4-0.0106\), as found. In the last row the mean occupation exceeds one, so further excitation empties the one-exciton level upwards and its line weakens. Neighbouring exponents differ by \(s_m-s_{m-1}=\eta\), here 1.02, although each lies more than one below its \(m\). Within the range of the table, the spacing of the exponents survives saturation better than their values. At still stronger excitation the spacing fails too: at twice the last \(G\), the formula gives \(\eta\approx1.95\). About a fifth of the donors are then in the top level, where they can bind no more excitons in this model, and \(D\) has grown by only about 5% while \(G\) has doubled.

## Which processes keep the law

Let a complex also lose two excitons at once, at the rate \(d_m\), with \(d_1=0\). The steady flux across the cut between \(m-1\) and \(m\) is

\[
c_mx\,n_{m-1}=(\Gamma_m+d_m)n_m+d_{m+1}n_{m+1}.
\]

All terms are positive, so \(n_m\) is at most of order \(x\,n_{m-1}\), and by induction of order \(x^m\). The last term is then of higher order, and \(n_m\propto x^m\) remains, with a prefactor changed only for \(m\ge2\). With \(d_m=0.5/\tau_m\) the computed exponents in \(x\) are 1, 2, 3 and 4.

A direct capture \(0\to2\) linear in \(x\) is different. It feeds level 2 at a rate proportional to \(xN\), which at weak excitation exceeds the stepwise \(c_2xn_1\propto x^2\). With a coefficient of only \(0.01c_1\), the exponents become 1, 1, 2 and 3. What the law requires is that each bound exciton cost one factor of \(x\). Stepwise capture ensures this. A simultaneous capture of two free excitons, at a rate proportional to \(x^2\), would also keep the exponents.

The law in \(G\) also needs a linear supply of excitons. Let carriers of density \(n_c\) be lost to traps in a time \(\tau_t\) and form excitons at the rate \(Bn_c^2\), so that \(G=n_c/\tau_t+Bn_c^2\). If trapping dominates, \(n_c\simeq G\tau_t\), and excitons are supplied at the rate \(B\tau_t^2G^2\). For \(\tau_t=10^{-8}\) s and \(B=10^{-5}\) cm\(^3\)/s the exponents in \(G\) are 2, 4, 6 and 8. If pairing dominates while the donors are still nearly empty, the supply returns to \(G\) and the exponents to \(m\). With the values just given this does not happen: pairing overtakes trapping only at \(G=2/(B\tau_t^2)=2\times10^{21}\) cm\(^{-3}\) s\(^{-1}\), where the donors are already filling.

## Comparison with a real crystal

The binding energy and lifetime for \(m=1\) are rough values for phosphorus in silicon. The equal binding energies of the higher complexes and the common capture coefficient are simplifications. The fourth line is very faint, because each of the three captures beyond the first costs a small factor \(c_mx/\Gamma_m\): at 3.2 mW/cm\(^2\), spread evenly, it amounts to about 20 photons per second from the 100 µm layer under each cm\(^2\). This number depends strongly on the depth profile: the same excitons held in a third of the depth would give about \(3^4/3=27\) times as many.

Another assumption is that the exciton gas stays a gas. With a rough work function of 8 meV for electron-hole droplets, the equilibrium saturation density of the gas is \(x\approx1.5\times10^{11}\) cm\(^{-3}\), reached at \(G\approx9\times10^{18}\) cm\(^{-3}\) s\(^{-1}\). The threshold is itself rough: a work function of 7.5 meV would raise it to \(G\approx2\times10^{19}\) cm\(^{-3}\) s\(^{-1}\). The first row of the table lies close to it. This value is only a lower bound, because a droplet also recombines and must be fed by the gas. For a droplet of radius \(R\), pair density \(n_L\) and lifetime \(\tau_L\), with \(v\) the mean exciton speed and every arriving exciton sticking, the inflow \(4\pi R^2xv/4\) must cover the loss \(4\pi R^3n_L/3\tau_L\), so \(x\ge4Rn_L/(3\tau_Lv)\). With the rough values \(n_L=3.3\times10^{18}\) cm\(^{-3}\) and \(\tau_L=0.14\) µs, a droplet of ten pairs needs \(x\approx1.5\times10^{13}\) cm\(^{-3}\), reached at \(G\approx10^{21}\) cm\(^{-3}\) s\(^{-1}\) where \(\langle m\rangle\approx0.3\), and one of a hundred pairs needs about twice that. The other two rows lie in this range, where droplets may compete for excitons, so they describe the model and need not predict the crystal. If droplets held \(x\) fixed, every \(n_m\) would stop growing and the exponents would drop to zero.

At weak excitation, even slight heating can matter more than saturation. At fixed \(G=10^{18}\) cm\(^{-3}\) s\(^{-1}\), a rise of 0.1 K changes \(I_1\) by −0.02% and \(I_2\), \(I_3\), \(I_4\) by +7%, +12% and +12%. The first line hardly moves because nearly every exciton ends on a donor, which fixes \(n_1\approx G\tau_1\). If the sample warms by 0.1 K while \(G\) rises tenfold, the apparent exponent of the fourth line is too high by \(\ln1.12/\ln10\approx0.05\). The size and even the sign of this shift rest on the equal binding energies: with \(E_m=4\) meV for \(m\ge2\), the same 0.1 K changes \(I_2\), \(I_3\), \(I_4\) by +3%, +2% and −3%, and with 6 meV by +8%, +17% and +24%.

Free carriers are left out too, and this omission need not be small. Equilibrium ionization alone would give \(3\times10^{-4}\) free carriers per free exciton, but under steady illumination carriers also wait to pair. With the coefficient \(B=10^{-5}\) cm\(^3\)/s used above and no traps, their density is \(\sqrt{G/B}\approx3\times10^{11}\) cm\(^{-3}\), about 18 times \(x\). The model therefore describes a crystal only where donors bind excitons mainly as whole excitons, and not carrier by carrier.

Leaving out a fifth bound exciton matters little at this \(G\). It would have \(n_5/n_4\) below \(2\times10^{-4}\), if it is captured no faster and lives no longer than the fourth. The remaining values are in the numerical output.

## Computed values

```
T = 6.0 K, kT = 0.5170 meV, N = 1.0e+15 cm^-3
c = 1.0e-07 cm^3/s, tau_x = 10.0 us, W = 1.0e+03 s^-1
tau_1..4 (us): 0.30 0.20 0.15 0.10
E_1..4 (meV): 5.0 5.0 5.0 5.0
degeneracies g_0..4: 2 4 60 180 120  free exciton: 48
exciton mass (m0): 0.6
quantum density: 1.649e+16 cm^-3
release e_1..4 (s^-1): 2.499e+06 3.332e+05 1.666e+06 7.496e+06
Gamma_1..4 (s^-1): 5.832e+06 5.333e+06 8.332e+06 1.750e+07
kappa = 5.7256e+07 s^-1
elimination, largest relative error: 9.1e-17
transient: G = 3.0e+21 cm^-3 s^-1, t = 0.3 us
transient error, 2000 and 4000 steps: 1.433e-03 7.165e-04
error ratio on halving the step: 1.999
steady state vs closed form, relative error: 1.1e-13
fit range G: 1e+14 to 1e+16 cm^-3 s^-1
fitted exponents m=1..4 at 4.2 K: 1.00000 2.00000 3.00000 4.00000
fitted exponents m=1..4 at 6.0 K: 1.00000 2.00000 3.00000 4.00000
fitted exponents m=1..4 at 10.0 K: 0.99999 1.99999 2.99999 3.99998
G (cm^-3 s^-1) | x (cm^-3) | <m> | steps
1e+16 | 1.747e+08 | 2.995e-06 | 103
1e+17 | 1.747e+09 | 2.995e-05 | 103
1e+18 | 1.746e+10 | 2.995e-04 | 103
1e+19 | 1.743e+11 | 3.000e-03 | 103
1e+20 | 1.715e+12 | 3.043e-02 | 103
1e+21 | 1.525e+13 | 3.382e-01 | 103
3e+21 | 4.247e+13 | 1.144e+00 | 103
G | I_1..I_4 (photons cm^-3 s^-1)
1e+16 | 2.995e+12 9.807e+06 2.056e+01 2.052e-05
1e+17 | 2.995e+13 9.807e+08 2.056e+04 2.052e-01
1e+18 | 2.993e+14 9.801e+10 2.054e+07 2.050e+03
1e+19 | 2.980e+15 9.741e+12 2.038e+10 2.030e+07
1e+20 | 2.853e+16 9.174e+14 1.888e+13 1.850e+11
1e+21 | 1.936e+17 5.537e+16 1.014e+16 8.837e+14
3e+21 | 2.722e+17 2.168e+17 1.105e+17 2.682e+16
G | local exponents m=1..4
1e+16 | 1.0000 2.0000 3.0000 4.0000
1e+17 | 1.0000 1.9999 2.9999 3.9999
1e+18 | 0.9995 1.9993 2.9991 3.9989
1e+19 | 0.9951 1.9932 2.9913 3.9894
1e+20 | 0.9524 1.9346 2.9169 3.8991
1e+21 | 0.6012 1.5096 2.4181 3.3266
3e+21 | -0.1477 0.8751 1.8980 2.9208
exponents in x, two-exciton decay added: 1.0000 2.0000 3.0000 4.0000
exponents in x, direct 0->2 capture added: 1.0000 1.0000 2.0000 3.0000
exponents in G, trap-limited pairing: 2.0000 4.0000 6.0000 8.0000
reference G = 1e+18 cm^-3 s^-1, x = 1.746e+10 cm^-3
absorbed power: 3.20 mW/cm^2 (2.0 eV, 100 um)
4-line exponent 1% low at G = 3.84e+19 cm^-3 s^-1
droplet work function (rough): 8.0 meV
droplet threshold: x = 1.51e+11 cm^-3, G = 8.66e+18 cm^-3 s^-1
exciton binding (rough): 15.0 meV
equilibrium free carriers: 4.74e+06 cm^-3
free carriers / free excitons: 2.72e-04
exciton phase-space filling: 2.21e-08
fifth exciton, upper bound n_5/n_4 (tau_5<=tau_4): 1.75e-04
I_1..4 change for +0.1 K (%): -0.019 7.232 11.951 11.931
```
